Which of two parallel switching paths in hafnia is faster?

**Problem**

A small region of a ferroelectric hafnia film can reverse its polarization by either of two paths, both starting from the same well. Each path is thermally activated, with a rate

k_i = ν_i exp[−E_i/(k_B T)], i = 1, 2.

Path 1 has barrier E₁ = 0.40 eV and prefactor ν₁ = 1 THz. Path 2 has E₂ = 0.45 eV and ν₂ = 20 THz. Here 1 THz means 10¹² s⁻¹, with no factor 2π. Barriers and prefactors do not depend on temperature, and no field is applied.

(a) Which path is faster at 300 K, and by what factor?
(b) Does the order of the two paths depend on temperature? If so, where does it change?
(c) What activation energy would be read from the temperature dependence of the total switching rate?

**A tempting solution**

The barriers stand in an exponent, while the prefactors merely multiply. The exponentials should therefore decide. With ΔE = E₂ − E₁ = 0.050 eV = 8.0109 × 10⁻²¹ J, at 300 K

ΔE/(k_B T) = 8.0109 × 10⁻²¹ / (1.380649 × 10⁻²³ × 300) = 1.934,

exp(1.934) = 6.9.

So path 1 is about seven times faster. Since ΔE is positive, this factor exceeds 1 at every temperature. Path 1 always wins, and the activation energy of the total rate is 0.40 eV.

**Where the fault lies**

The factor 6.9 is correct, but it is the ratio of the two exponentials, not of the two rates. Each exponential is indeed tiny at 300 K: about 1.9 × 10⁻⁷ for path 1 and 2.8 × 10⁻⁸ for path 2. Against such numbers a factor of 20 looks harmless. In a comparison, however, most of this smallness is common to both paths and cancels. What survives is 6.9 in favour of path 1, to be set against 20 in favour of path 2. The prefactors cannot be dropped.

**Right solution: the ratio of the rates**

Divide the second rate by the first and combine the exponents:

k₂/k₁ = (ν₂/ν₁) exp[−E₂/(k_B T) + E₁/(k_B T)]

= (ν₂/ν₁) exp[−ΔE/(k_B T)].

At 300 K this is 20/6.9 = 2.9. The full rates are k₁ = 1.91 × 10⁵ s⁻¹ and k₂ = 5.51 × 10⁵ s⁻¹. This answers (a): the path with the higher barrier is faster, by a factor of 2.9.

For (b), take the logarithm and differentiate with respect to T:

ln(k₂/k₁) = ln(ν₂/ν₁) − ΔE/(k_B T),

d ln(k₂/k₁)/dT = ΔE/(k_B T²) > 0.

The sign is positive because the derivative of −1/T is +1/T². The ratio therefore rises steadily with temperature. As T → 0 the exponential sends it to zero; as T → ∞ the exponential tends to 1 and the ratio to ν₂/ν₁ = 20. A steadily rising quantity that starts below 1 and ends above 1 passes 1 once. Call that temperature T*. Setting the logarithm to zero gives

ln(ν₂/ν₁) = ΔE/(k_B T*),

T* = ΔE / [k_B ln(ν₂/ν₁)].

With ln 20 = 2.9957,

T* = 8.0109 × 10⁻²¹ J / (1.380649 × 10⁻²³ J/K × 2.9957) = 193.7 K.

Above about 194 K, or −79 °C, the higher-barrier path is the faster one. Below it, the tempting answer names the right path: at 150 K the ratio k₂/k₁ is 0.42.

The argument also shows when no crossing exists. If E₂ > E₁ but ν₂ ≤ ν₁, the ratio rises towards a limit no greater than 1 and stays below it at every finite temperature. Path 1 is then faster throughout. The tempting solution silently assumed the case ν₂ = ν₁.

**A check by hand**

At the crossing both rates can be found without evaluating an exponential. From the condition for T*,

1/(k_B T*) = ln(ν₂/ν₁)/ΔE.

Insert this in k₁:

k₁(T*) = ν₁ exp[−(E₁/ΔE) ln(ν₂/ν₁)] = ν₁ (ν₁/ν₂)^(E₁/ΔE).

Here E₁/ΔE = 0.40/0.05 = 8, so

k₁(T*) = 10¹² s⁻¹ / 20⁸ = 10¹² s⁻¹ / (2.56 × 10¹⁰) = 39 s⁻¹.

For path 2 the power is E₂/ΔE = 9, and

k₂(T*) = ν₂ (ν₁/ν₂)⁹ = ν₁ (ν₁/ν₂)⁸,

which is the same number, as it must be.

**Both paths stay open**

"Faster" does not mean that the other path has closed. Let P(t) be the probability that the region has not yet left its well. Independent escape routes add their rates:

dP/dt = −(k₁ + k₂)P, P(t) = exp[−(k₁ + k₂)t].

The mean waiting time is 1/(k₁ + k₂). At T* this is 1/(78 s⁻¹) = 12.8 ms; at 300 K it is about 1.3 μs. The share of first escapes that use path 2 is

p₂ = ∫₀^∞ k₂ P dt = k₂/(k₁ + k₂) = 1/(1 + k₁/k₂).

To express this through T*, replace ln(ν₂/ν₁) by ΔE/(k_B T*) in the inverse ratio:

k₁/k₂ = exp[ΔE/(k_B T) − ln(ν₂/ν₁)] = exp[(ΔE/k_B)(1/T − 1/T*)].

Hence

p₂ = 1 / {1 + exp[(ΔE/k_B)(1/T − 1/T*)]}.

The share is 29.5 % at 150 K, 50 % at T*, 74.3 % at 300 K and 79.8 % at 358 K. The change of leading path is gradual, with no sudden switch at 194 K.

**The activation energy of the total rate**

For (c), write β = 1/(k_B T). An activation energy is read from an Arrhenius plot as minus the slope of the logarithm of the rate against β. Since dk_i/dβ = −E_i k_i,

E_app = −d ln(k₁ + k₂)/dβ = (E₁k₁ + E₂k₂)/(k₁ + k₂).

With p₁ = 1 − p₂ this becomes

E_app = p₁E₁ + p₂E₂ = E₁ + p₂ΔE.

At 300 K it is 0.40 + 0.743 × 0.05 = 0.437 eV. At T* it is the plain mean, 0.425 eV, and at 150 K it is 0.415 eV. So the plot gives neither barrier, but an average weighted by the traffic on each path.

Because p₂ grows with temperature, so does E_app. It tends to E₁ as T → 0. In the formal limit T → ∞ the share p₂ tends to 20/21, so within this model E_app stays slightly below E₂. That limit is a property of the formula alone, since a picture of rare jumps over a barrier needs k_B T to be much smaller than the barrier.

**What a larger prefactor means**

The factor of 20 need not mean that the region attempts path 2 twenty times as often. Suppose the well is in thermal equilibrium, the motion is classical, and a region that crosses a saddle does not turn back. The rate is then the one-way flow through the saddle. In mass-weighted coordinates the velocity v along the path has the weight exp[−v²/(2k_B T)], and the mean forward velocity, with backward motion counted as zero, is

∫₀^∞ v exp[−v²/(2k_B T)] dv / ∫₋∞^∞ exp[−v²/(2k_B T)] dv = k_B T/√(2πk_B T) = √(k_B T/2π).

The rate is this factor times the probability density of being at the saddle:

k_i = √(k_B T/2π) (Z_i/Z_well) exp[−E_i/(k_B T)].

Z_well is the Boltzmann integral over the well. Z_i is the integral over the directions transverse to the path at saddle i, with energy counted from the saddle point. In the ratio k₂/k₁ the velocity factor and Z_well cancel, which leaves ν₂/ν₁ = Z₂/Z₁.

For harmonic transverse modes of angular frequency ω, each mode contributes

∫₋∞^∞ exp[−ω²q²/(2k_B T)] dq = √(2πk_B T)/ω.

With equally many modes at both saddles the temperature cancels as well, and

ν₂/ν₁ = product of the frequencies at saddle 1 / product of the frequencies at saddle 2.

A softer saddle is a wider pass, and more trajectories fit through it. Three modes of 8.14 THz at saddle 1 and 3.00 THz at saddle 2 give (8.14/3.00)³ = 20. In thermodynamic terms, saddle 2 has an entropy advantage ΔS = k_B ln 20, and

k₂/k₁ = exp[−(ΔE − TΔS)/(k_B T)].

The crossing T* = ΔE/ΔS is the temperature at which the two saddles have equal free energy. The lower barrier is favoured by energy, the wider pass by entropy.

**How firm is 194 K?**

The formula shows what the result is sensitive to. T* is proportional to ΔE, so each meV added to the barrier difference raises it by 3.9 K. With ΔE held fixed, halving the prefactor ratio to 10 moves T* to 252 K, and doubling it to 40 moves it to 157 K.

To first order in the field, an applied field E lowers a barrier by the work (P_saddle − P_well)VE, where V is the switched volume and P the polarization along the field. Take 1 MV/cm, V = 0.125 nm³, and a polarization change of 50 μC/cm² between well and saddle:

0.50 C/m² × 1.25 × 10⁻²⁸ m³ × 10⁸ V/m = 6.25 × 10⁻²¹ J = 39 meV.

If both barriers fall by this amount, both rates grow by a factor of 4.5 at 300 K, but ΔE and T* do not change. If the saddle polarizations differ by 10 μC/cm², ΔE changes by 7.8 meV. T* then becomes 163 K when the field favours path 2, and 224 K when it favours path 1. An unfavourable field together with a prefactor ratio of 10 gives 291 K.

Quantum statistics matter too, because the stiff modes are not fully classical at these temperatures. For a mode of frequency f the Boltzmann integral is replaced by a sum over levels, 1/[2 sinh(x)] with x = hf/(2k_B T). If 0.05 eV is the difference of bare barriers, without zero-point energy, the three-mode example gives

k₂/k₁ = (sinh x₁/sinh x₂)³ exp[−ΔE/(k_B T)].

Since sinh(x)/x grows with x and x₁ > x₂, this exceeds the classical ratio, and the crossing falls to 161 K.

If the 0.05 eV already contains the zero-point energies, they must not be counted again. Each sinh(x) is then replaced by 1 − exp(−2x). At 300 K, 2x is 1.30 for the stiff modes and 0.48 for the soft ones, so

k₂/k₁ = (0.728/0.381)³ / 6.9 ≈ 1.0.

The crossing has moved up to about 300 K. A quoted barrier difference is therefore incomplete until it is said whether zero-point energy is included.

Tunnelling matters less as long as the barrier is not too sharply curved. If path 1 alone tunnels, through a parabolic barrier of frequency 5 THz, its rate gains 6 % near the crossing and T* rises to 198 K. At 10 THz the gain would be 26 % and T* would be 210 K.

**Beside a real film**

The barriers and prefactors are round model values, not results computed for hafnia. The field of 1 MV/cm is roughly the coercive field of such films, 50 μC/cm² is a rough value for an ideal crystal, and 0.125 nm³ is about one unit cell. These values do not make the single cell a model of coercive switching. At 1 MV/cm its barrier falls by only about a tenth. A quartic double well with barrier E₁, polarization P and volume V loses its barrier only at the field 8E₁/(3√3 PV), about 16 MV/cm. Films reverse at far lower fields, through nucleation and domain-wall motion, which this model does not contain. The model describes one local step, and its microsecond waiting time at 300 K is not the retention time of a memory cell. For a mean waiting time of ten years at 358 K (85 °C), with the prefactor of path 2, the barrier would have to be

E = k_B T ln(ν₂t) = 1.55 eV,

more than three times either barrier used here. Within this model, a stored bit therefore needs a higher barrier than this single step offers. One way to get it would be for several cells to be coupled so strongly that they can reverse only together. Real switching also takes place in a field, and nothing guarantees that two different saddles couple to it equally; in the example above that alone moves the crossing by 30 K either way. Within the stated model the crossing is at 194 K. Each shift found here, taken alone, leaves path 2 ahead or level at 300 K, but the shifts can add up. With zero-point energy already in the barriers and the unfavourable field (ΔE = 57.8 meV), k₂/k₁ = (0.728/0.381)³ exp[−ΔE/(k_B T)] ≈ 0.75 at 300 K, and the crossing lies near 330 K. For a film, the order of two such paths at room temperature is therefore undecided until the barriers, the saddle modes and the field coupling are known. The main values are collected in the numerical output below.

Values computed for the example and the checks

```
Boltzmann constant: 1.380649e-23 J/K
Elementary charge: 1.602177e-19 C
Barriers E1, E2: 0.40, 0.45 eV
Prefactors nu1, nu2: 1, 20 THz
Barrier difference: 0.050 eV = 8.0109e-21 J
ln(nu2/nu1): 2.9957
Crossing temperature: 193.68 K = -79.5 deg C
Each rate at crossing: 39.06 1/s
Mean waiting time at crossing: 12.80 ms
T = 150.00 K: k1 = 3.636e-02 1/s, k2 = 1.519e-02 1/s
  k2/k1 = 0.418, path-2 share = 29.5 %, apparent energy = 0.4147 eV
T = 193.68 K: k1 = 3.906e+01 1/s, k2 = 3.906e+01 1/s
  k2/k1 = 1.000, path-2 share = 50.0 %, apparent energy = 0.4250 eV
T = 300.00 K: k1 = 1.907e+05 1/s, k2 = 5.513e+05 1/s
  k2/k1 = 2.891, path-2 share = 74.3 %, apparent energy = 0.4372 eV
T = 358.00 K: k1 = 2.339e+06 1/s, k2 = 9.249e+06 1/s
  k2/k1 = 3.955, path-2 share = 79.8 %, apparent energy = 0.4399 eV
Ten-year barrier at 358 K: 1.55 eV
Crossing shift per meV of gap: 3.87 K
Crossing, prefactor ratio 10: 252.0 K
Crossing, prefactor ratio 40: 157.3 K
Field: 1.0 MV/cm; volume: 0.125 nm^3
Rough polarization: 50 uC/cm2
Equal barrier lowering: 39.0 meV
Rate gain from it at 300 K: factor 4.52
Crossing with equal lowering: 193.68 K
Saddle polarization difference: 10 uC/cm2
Gap change from that difference: 7.80 meV
Crossing, gap reduced by field: 163.5 K
Crossing, gap increased by field: 223.9 K
Transverse modes per saddle: 3
Mode frequency, saddle 1: 8.14 THz
Mode frequency, saddle 2: 3.00 THz
Crossing with quantum modes: 161.3 K
Barrier frequency, path 1: 5.0 THz
Tunnelling factor at its crossing: 1.064
Crossing with tunnelling on path 1: 197.8 K
Deep-tunnelling temperature: 38.2 K
Crossing, ratio 10 and increased gap: 291.3 K
```
